# Uehling Potential of a Spherical Nuclear Charge, Finite at the Origin: test program

```python
"""Uehling energy of an electron near a spherical nuclear charge.

Result under test (hbar = c = 1, electron mass m, density rho, norm 1):
  V(r) = -(2 alpha Z alpha / (3 m r))
         * int dr' r' rho(r') [K0(2m|r-r'|) - K0(2m(r+r'))]
  V(0) = -(8 alpha Z alpha / 3) int dr' r' rho(r') K1(2m r')
  Kn(x) = int_1^inf dt exp(-x t) t^(n-2) (1+1/(2t^2)) sqrt(1-1/t^2)
K0 and K1 are Uehling functions, not modified Bessel functions.
Lengths are in fm, energies in keV; lam = 1/m is the reduced Compton
wavelength and hc stands for hbar*c.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import k0 as bessel_k0

alpha = const.fine_structure
lam = const.hbar / (const.m_e * const.c) * 1e15
hc = const.hbar * const.c / const.e * 1e12
hartree_keV = const.physical_constants["Hartree energy in eV"][0] / 1e3
Z = 80
R = 7.0
strength = alpha * Z * alpha * hc      # keV fm

# Quadrature with nodes clustered at both ends of every panel
node, weight = np.polynomial.legendre.leggauss(80)
node, weight = (node + 1) / 2, weight / 2
unit_x = node**3 * (10 - 15 * node + 6 * node**2)
unit_w = weight * 30 * node**2 * (1 - node)**2


def integrate(f, cuts):
    return sum((b - a) * np.sum(unit_w * f(a + (b - a) * unit_x))
               for a, b in zip(cuts[:-1], cuts[1:]))


# t = cosh(theta) makes the trapezoidal rule converge exponentially
step = 0.1
theta = step * np.arange(1, 451)
cosh_t = np.cosh(theta)
tanh2 = np.tanh(theta)**2


def uehling_K(n, x):
    x = np.asarray(x, dtype=float)
    shape = tanh2 * cosh_t**(n - 1) * (1 + 0.5 / cosh_t**2)
    return step * np.sum(np.exp(-x[..., None] * cosh_t) * shape, axis=-1)


def folded(density, r):
    """Radial formula; density = (function, outer radius)."""
    rho, edge = density
    cuts, c = [0.0], r
    while c < edge:
        cuts.append(c)
        c *= 4
    cuts.append(edge)

    def integrand(s):
        near = uehling_K(0, 2 * np.abs(r - s) / lam)
        far = uehling_K(0, 2 * (r + s) / lam)
        return s * rho(s) * (near - far)
    return -2 * strength * lam / (3 * r) * integrate(integrand, cuts)


def origin_integral(density):
    rho, edge = density
    return integrate(lambda s: s * rho(s) * uehling_K(1, 2 * s / lam),
                     [0.0, edge])


def at_origin(density):
    return -8 * strength / 3 * origin_integral(density)


def point_charge(r):
    return -2 * strength / (3 * np.pi * r) * uehling_K(1, 2 * r / lam)


def uniform_sphere(radius):
    rho0 = 3 / (4 * np.pi * radius**3)
    return (lambda s: rho0 * np.ones_like(s), radius)


sphere = uniform_sphere(R)
b = R * np.sqrt(2 / 5)                # equal rms radius
gauss = (lambda s: np.exp(-(s / b)**2) / (np.pi**1.5 * b**3), 8 * b)

# Densities: normalization and equal rms radii
rms = []
for rho, edge in (sphere, gauss):
    norm = integrate(lambda s: 4 * np.pi * s**2 * rho(s), [0.0, edge])
    assert abs(norm - 1) < 1e-10
    rms.append(np.sqrt(integrate(
        lambda s: 4 * np.pi * s**4 * rho(s), [0.0, edge])))
assert abs(rms[0] - rms[1]) < 1e-9

# Uehling functions against their defining t integral
for n in (0, 1):
    for x in (0.05, 1.5):
        exact = mp.quad(lambda t: mp.exp(-x * t) * t**(n - 2)
                        * (1 + 1 / (2 * t**2)) * mp.sqrt(1 - 1 / t**2),
                        [1, 2, 10, 100, mp.inf])
        assert abs(float(exact) - uehling_K(n, x)) < 1e-9
K0_zero = float(uehling_K(0, 0.0))
assert abs(K0_zero - 9 * np.pi / 32) < 1e-12
K1_area = integrate(lambda x: uehling_K(1, x), [0.0, 1.0, 8.0, 40.0])
assert abs(K1_area - 9 * np.pi / 32) < 1e-9
for x in (1e-2, 1e-3):
    series = -np.log(x / 2) - np.euler_gamma - 5 / 6 + 3 * np.pi * x / 8
    assert abs(uehling_K(1, x) - series) < x**2


def polarization(q):
    """Feynman-parameter form; q is momentum divided by m."""
    q = np.asarray(q, dtype=float)
    p = unit_x * (1 - unit_x)
    return 2 * alpha / np.pi * np.sum(
        unit_w * p * np.log1p(p * q[..., None]**2), axis=-1)


# Spectral form against the Feynman-parameter form
for q in (1.0, 30.0):
    spectral = quad(lambda t: np.sqrt(1 - 1 / t**2) / t
                    * (1 + 0.5 / t**2) * q**2 / (q**2 + 4 * t**2),
                    1, np.inf, limit=300)[0] * 2 * alpha / (3 * np.pi)
    assert abs(spectral / polarization(q) - 1) < 1e-6


def sphere_from_field_point(r):
    """Fold in shells of radius y centred on the field point."""
    def partial(y):
        inside = (R**2 - (r - y)**2) / (4 * r * y)
        return inside * y * uehling_K(1, 2 * y / lam)
    total = integrate(partial, [abs(R - r), R + r])
    if r < R:
        total += integrate(lambda y: y * uehling_K(1, 2 * y / lam),
                           [0.0, R - r])
    rho0 = 3 / (4 * np.pi * R**3)
    return -2 * strength / (3 * np.pi) * 4 * np.pi * rho0 * total


for r in (1.0, 3.5, 14.0):
    assert abs(sphere_from_field_point(r) / folded(sphere, r) - 1) < 1e-8


def gauss_from_momentum(r):
    def integrand(k):
        return (np.sinc(k * r / np.pi) * np.exp(-(k * b)**2 / 4)
                * polarization(k * lam))
    cuts = [0.0, 1 / lam, 10 / lam, 100 / lam, 14 / b]
    return -2 * Z * alpha * hc / np.pi * integrate(integrand, cuts)


for r in (3.5, 14.0):
    assert abs(gauss_from_momentum(r) / folded(gauss, r) - 1) < 1e-7
gauss_zero = at_origin(gauss)
gauss_zero_momentum = gauss_from_momentum(0.0)
assert abs(gauss_zero_momentum / gauss_zero - 1) < 1e-7

# Limit at the origin
sphere_zero = at_origin(sphere)
for density, value in ((sphere, sphere_zero), (gauss, gauss_zero)):
    assert abs(folded(density, 0.01) / value - 1) < 1e-5

# Global bound, and a wide 1/r density that approaches it
bound_factor = 3 * np.pi / 8 * strength * lam
bound = bound_factor * 3 / (4 * np.pi * R**2)
radii = [0.01, 1.0, 3.5, 7.0, 14.0, 50.0, lam]
sphere_values = [folded(sphere, r) for r in radii]
point_values = [float(point_charge(r)) for r in radii]
assert all(-bound < v < 0 for v in sphere_values)
L = 20 * lam
wide = (lambda s: 1 / (2 * np.pi * L**2 * s), L)
saturation = -folded(wide, 0.001) / (bound_factor / (2 * np.pi * L**2))
assert abs(saturation - 1) < 1e-3


# Small-radius expansion: the bracket error must fall as radius squared
def small_bracket(radius):
    return (np.log(lam / radius) - np.euler_gamma - 1 / 3
            + np.pi * radius / (2 * lam))


def bracket_error(radius):
    exact = -at_origin(uniform_sphere(radius)) * np.pi * radius / strength
    return abs(exact - small_bracket(radius))


assert bracket_error(R) < (R / lam)**2
assert bracket_error(R / 10) < 0.02 * bracket_error(R)
estimate = -strength / (np.pi * R) * small_bracket(R)

# Finite size strengthens the potential outside the sphere
for r, v, p in zip(radii, sphere_values, point_values):
    if r > R:
        assert v / p > 1 + 1e-6
assert abs(sphere_values[-1] / point_values[-1] - 1) < 1e-2

coulomb_zero = -Z * alpha * hc * integrate(
    lambda s: 4 * np.pi * s * sphere[0](s), [0.0, R])
x_R = 2 * R / lam
K0_R, K1_R = float(uehling_K(0, x_R)), float(uehling_K(1, x_R))
assert abs(bessel_k0(x_R) - K0_R) > 1

print(f"Z = {Z}, sphere radius R = {R:.1f} fm")
print(f"1/alpha = {1 / alpha:.6f}")
print(f"hbar c = {hc:.3f} keV fm")
print(f"reduced Compton wavelength 1/m = {lam:.4f} fm")
print(f"alpha Z alpha hbar c = {strength:.4f} keV fm")
print(f"m R = {R / lam:.6f}, 2 m R = {x_R:.6f}")
print(f"Uehling K0(0) = {K0_zero:.8f}")
print(f"integral of K1 from 0 to infinity = {K1_area:.8f}")
print(f"Uehling K0(2mR) = {K0_R:.6f}")
print(f"Uehling K1(2mR) = {K1_R:.6f}")
print(f"modified Bessel K_0(2mR) = {bessel_k0(x_R):.6f}")
print(f"sphere: integral r' rho K1 dr' = "
      f"{origin_integral(sphere):.7f} fm^-1")
print(f"sphere: V_U(0) = {sphere_zero:.4f} keV")
print(f"sphere: V_U(0) = {sphere_zero / hartree_keV:.2f} hartree")
print(f"sphere: small-radius bracket = {small_bracket(R):.5f}")
print(f"sphere: small-radius estimate = {estimate:.4f} keV")
print(f"sphere: Coulomb energy at centre = {coulomb_zero:.1f} keV")
print(f"sphere: V_U(0)/Coulomb(0) = {sphere_zero / coulomb_zero:.6f}")
print(f"sphere: global bound on |V_U| = {bound:.1f} keV")
print(f"wide 1/r density: |V_U|/bound = {saturation:.5f}")
print("r (fm) | sphere V_U (keV) | point V_U (keV) | ratio")
for r, v, p in zip(radii, sphere_values, point_values):
    print(f"{r:8.2f} | {v:.6g} | {p:.6g} | {v / p:.6f}")
print(f"rms radius of both densities = {rms[0]:.4f} fm")
print(f"Gaussian length b = {b:.4f} fm")
print(f"Gaussian: V_U(0), radial = {gauss_zero:.4f} keV")
print(f"Gaussian: V_U(0), momentum = {gauss_zero_momentum:.4f} keV")
print(f"Gaussian/sphere ratio at centre = {gauss_zero / sphere_zero:.5f}")
print("verified")
```

Output:

```
Z = 80, sphere radius R = 7.0 fm
1/alpha = 137.035999
hbar c = 197326.980 keV fm
reduced Compton wavelength 1/m = 386.1593 fm
alpha Z alpha hbar c = 840.6343 keV fm
m R = 0.018127, 2 m R = 0.036254
Uehling K0(0) = 0.88357293
integral of K1 from 0 to infinity = 0.88357293
Uehling K0(2mR) = 0.752296
Uehling K1(2mR) = 2.642015
modified Bessel K_0(2mR) = 3.434581
sphere: integral r' rho K1 dr' = 0.0533400 fm^-1
sphere: V_U(0) = -119.5718 keV
sphere: V_U(0) = -4394.18 hartree
sphere: small-radius bracket = 3.12826
sphere: small-radius estimate = -119.5812 keV
sphere: Coulomb energy at centre = -24685.1 keV
sphere: V_U(0)/Coulomb(0) = 0.004844
sphere: global bound on |V_U| = 1863.2 keV
wide 1/r density: |V_U|/bound = 0.99996
r (fm) | sphere V_U (keV) | point V_U (keV) | ratio
    0.01 | -119.572 | -163242 | 0.000732
    1.00 | -118.635 | -811.986 | 0.146105
    3.50 | -107.976 | -168.917 | 0.639225
    7.00 | -70.8993 | -67.3292 | 1.053024
   14.00 | -25.6947 | -25.3584 | 1.013260
   50.00 | -3.27345 | -3.2667 | 1.002065
  386.16 | -0.0166044 | -0.0165993 | 1.000308
rms radius of both densities = 5.4222 fm
Gaussian length b = 4.4272 fm
Gaussian: V_U(0), radial = -153.2357 keV
Gaussian: V_U(0), momentum = -153.2357 keV
Gaussian/sphere ratio at centre = 1.28154
verified
```
